# What the Vapour-Pressure Slope Means when Monomers and Dimers Evaporate Together

The slope of the logarithm of vapour pressure against inverse temperature gives an enthalpy of evaporation. If the vapour of a precursor is partly dimeric, this enthalpy in general differs from that of releasing one monomer, and it differs by another amount from the heat needed to evaporate a given quantity of precursor. In the model worked out below, the slope gives 88 kJ/mol, the monomer enthalpy is 80 kJ/mol, and the heat per mole of formula units is 63 kJ/mol. All three describe the same equilibrium at the same temperature. To use the slope correctly one must know which average of the two species it contains, and per mole of what.

Let a pure condensed phase, solid or liquid, consist of formula units M. Its vapour contains monomers M, labelled $i=1$, and dimers M$_2$, labelled $i=2$, which together form an ideal-gas mixture with partial pressures $p_i$. The vapour pressure and the mole fractions are

$$
p=p_1+p_2,\qquad x_i=\frac{p_i}{p},\qquad x_1+x_2=1 .
$$

Molar enthalpies are $h_c$ for the condensed phase, per mole of M, and $h_i$ for the gases, per mole of species $i$. The vaporisation enthalpy of species $i$ belongs to the process $i\,\mathrm{M(condensed)}\to\mathrm{M}_i\mathrm{(gas)}$:

$$
\Delta H_i=h_i-i\,h_c .
$$

Thus $\Delta H_2$ is counted per mole of dimers, each of which removes two formula units. With the dimerisation enthalpy $\Delta H_{\rm dim}=h_2-2h_1$,

$$
\Delta H_2=2(h_1-h_c)+(h_2-2h_1)=2\Delta H_1+\Delta H_{\rm dim}.
$$

The quantity read from the plot is the slope enthalpy

$$
H_s=-R\,\frac{d\ln p}{d(1/T)}=RT^2\,\frac{d\ln p}{dT},
$$

where the second form follows from $d(1/T)=-dT/T^2$. The claim is that $H_s$ equals

$$
\bar H=x_1\Delta H_1+x_2\Delta H_2 ,
$$

provided that the condensed phase is held at constant applied pressure, or that its volume is negligible beside that of the vapour.

The equilibrium conditions come first. In a closed vessel at fixed temperature and volume, the Helmholtz energy is a minimum. With all phases at one common pressure, its change on transferring matter is

$$
dA=\mu_c\,dn_c+\mu_1\,dn_1+\mu_2\,dn_2 .
$$

Conservation of formula units requires $dn_c=-dn_1-2\,dn_2$, so

$$
dA=(\mu_1-\mu_c)\,dn_1+(\mu_2-2\mu_c)\,dn_2=0 .
$$

The two variations are independent, and each bracket must vanish:

$$
\mu_i=i\,\mu_c .
$$

Both species are therefore in equilibrium with the same condensed phase, and $\mu_2=2\mu_1$, the condition for dimerisation equilibrium in the gas, follows.

Let the condensed phase now be under a constant pressure $P$, supplied for instance by an insoluble, ideal inert gas that makes up the difference between $P$ and $p$. For an ideal gas $\mu_i=\mu_i^\circ(T)+RT\ln(p_i/p^\circ)$, with $p^\circ$ a fixed standard pressure. Inserting this in the equilibrium condition and dividing by $T$ gives

$$
R\ln\frac{p_i}{p^\circ}=\frac{i\,\mu_c}{T}-\frac{\mu_i^\circ}{T}.
$$

The temperature derivative of $\mu/T$ at constant pressure follows from $\mu=h-Ts$ and $(\partial\mu/\partial T)_P=-s$:

$$
\left(\frac{\partial(\mu/T)}{\partial T}\right)_P=-\frac{s}{T}-\frac{\mu}{T^2}=-\frac{h}{T^2},
\qquad
\left(\frac{\partial(\mu/T)}{\partial(1/T)}\right)_P=h .
$$

The enthalpy of an ideal gas does not depend on its pressure, so the standard value is $h_i$ itself. Hence

$$
\frac{d\ln p_i}{d(1/T)}=\frac{i\,h_c-h_i}{R}=-\frac{\Delta H_i}{R}.
$$

Each partial pressure obeys its own Clausius–Clapeyron law. The slope of the total is obtained by differentiating the sum and using $dp_i=p_i\,d\ln p_i$:

$$
\frac{d\ln p}{d(1/T)}=\frac1p\sum_i p_i\frac{d\ln p_i}{d(1/T)}
=-\frac1R\sum_i x_i\Delta H_i=-\frac{\bar H}{R}.
$$

This is the result, $H_s=\bar H$.

The composition changes with temperature, yet no derivative of $x_i$ appears. It has not been neglected. Subtracting the slope of $\ln p$ from that of $\ln p_i$ gives

$$
\frac{d\ln x_i}{d(1/T)}=-\frac{\Delta H_i-\bar H}{R}.
$$

If one starts instead from $\ln p=\ln p_1-\ln x_1$, the slope is $-\Delta H_1/R+(\Delta H_1-\bar H)/R=-\bar H/R$. The shift in composition is what turns the monomer enthalpy into the mean.

For $x_2\to0$ the slope gives $\Delta H_1$, and for $x_2\to1$ it gives $\Delta H_2$, still per mole of dimers. In between, $H_s-\Delta H_1=x_2(\Delta H_2-\Delta H_1)$ is the error made by reading the slope as the monomer enthalpy.

If no inert gas is present, the condensed phase is compressed by its own vapour, and $\mu_c$ changes along the saturation line through pressure as well as temperature. The Gibbs–Duhem relation for one mole of gas, with molar entropy $s_g$ and volume $v_g=RT/p$, is

$$
v_g\,dp=s_g\,dT+\sum_i x_i\,d\mu_i .
$$

Equilibrium is maintained, so $d\mu_i=i\,d\mu_c=i(-s_c\,dT+v_c\,dp)$, where $v_c$ is the condensed volume per mole of M. One mole of gas contains

$$
\bar n=x_1+2x_2=1+x_2
$$

moles of formula units. Collecting terms,

$$
(v_g-\bar n v_c)\,dp=(s_g-\bar n s_c)\,dT .
$$

Since $Ts_g=\sum_i x_i(h_i-\mu_i)$, $Ts_c=h_c-\mu_c$ and $\sum_i x_i\mu_i=\bar n\mu_c$, the chemical potentials cancel and $T(s_g-\bar n s_c)=\sum_i x_ih_i-\bar n h_c=\bar H$. Therefore

$$
\frac{dp}{dT}=\frac{\bar H}{T(RT/p-\bar n v_c)},
\qquad
H_s=\frac{RT^2}{p}\frac{dp}{dT}=\frac{\bar H}{1-\varepsilon},
\qquad
\varepsilon=\frac{\bar n v_c p}{RT}.
$$

The number $\varepsilon$ compares the volume of condensed material with that of the vapour it forms. At given temperature and composition it is proportional to $p$, and it becomes negligible at low vapour pressure. When it is not negligible, real-gas corrections usually matter too and can be several times larger than $\varepsilon$, so a formula that keeps $\varepsilon$ but treats the vapour as ideal is then incomplete.

A microscopic model shows the size of the factor. Let the crystal be an Einstein solid with well depth $E_c$ and vibrational temperature $\theta_c$, the monomer a structureless particle of mass $m$, and the dimer a classical rotor of bond length $r$ with one harmonic vibration $\theta_d$ and well depth $D$. Then

$$
\mu_c=-E_c+3RT\ln\!\left(2\sinh\frac{\theta_c}{2T}\right)+v_cP,\qquad
p_i=kT\,q_i\,e^{i\mu_c/RT},
$$

$$
q_1=\left(\frac{2\pi mkT}{h^2}\right)^{3/2},\qquad
q_2=2^{3/2}q_1\,\frac{mr^2kT}{2\hbar^2}\,\frac{e^{D/RT}}{2\sinh(\theta_d/2T)} .
$$

Here $h$ is Planck's constant, and the rotational factor includes the symmetry number 2. Take $T=400$ K, a molar mass of 0.2 kg/mol, $E_c=40$ kJ/mol, $D=13$ kJ/mol, $\theta_c=60$ K, $\theta_d=50$ K, $r=5\times10^{-10}$ m and $v_c=10^{-4}$ m³/mol. Setting $P=p_1+p_2$ and iterating to self-consistency gives $p_1=4.856\times10^5$ Pa and $p_2=2.333\times10^5$ Pa, so $x_2=0.3245$. The mean thermal energies of the same model give $\Delta H_1=38.25$ and $\Delta H_2=61.83$ kJ/mol. The mean is $\bar H=45.90$ kJ/mol. With $\varepsilon=0.0286$ the slope enthalpy is $45.90/(1-0.0286)=47.25$ kJ/mol, about 3% above the mean. The pressure was deliberately made high to expose this difference. At about 7 bar the ideal monomer–dimer mixture is itself a limit of the model: a hard-sphere excluded volume $B=(2\pi/3)N_Ar^3$ would give $Bp/RT=0.034$, as large as $\varepsilon$, and larger clusters are left out. The 3% illustrates the formula; it is not the full correction for a real vapour.

The heat needed to evaporate a given amount of precursor is another quantity. Evaporate one mole of formula units at constant $T$ and $p$ into saturated vapour of composition $x_i$. This makes $1/\bar n$ moles of gas, and the heat absorbed is the enthalpy change

$$
q=\frac1{\bar n}\sum_i x_ih_i-h_c=\frac{\bar H}{\bar n}.
$$

With $\bar H=(1+x_2)\Delta H_1+x_2\Delta H_{\rm dim}$ this becomes

$$
q=\Delta H_1+\frac{x_2}{1+x_2}\,\Delta H_{\rm dim}.
$$

When dimerisation is exothermic, $q$ is smaller than $\Delta H_1$, because some of the heat spent on releasing monomers is returned when they pair. The slope enthalpy, in contrast, exceeds $\Delta H_1$ whenever $\Delta H_2>\Delta H_1$. The two quantities can thus lie on opposite sides of the monomer value. In an evaporator, $q$ covers only the step into saturated vapour, not the heating of the feed. If a carrier gas then dilutes the vapour at the same temperature and exothermically formed dimers dissociate, the total heat per formula unit rises towards $\Delta H_1$.

For a numerical example, take an unnamed model precursor with, at $T_0=400$ K, $p_1=60$ Pa, $p_2=40$ Pa, $\Delta H_1=80$ kJ/mol and $\Delta H_{\rm dim}=-60$ kJ/mol. Then $\Delta H_2=2\times80-60=100$ kJ/mol, and

$$
\bar H=0.60\times80+0.40\times100=88\ \mathrm{kJ/mol}.
$$

Reading the slope as $\Delta H_1$ gives a value 8 kJ/mol too large, or 10% of the monomer enthalpy. The heat per mole of formula units is $q=88/1.40=62.9$ kJ/mol, so using the slope for it would overestimate it by 40%. For $v_c=2\times10^{-4}$ m³/mol, $\varepsilon=8.4\times10^{-6}$, and the condensed volume can be ignored as long as the condensed phase is under its own vapour alone.

To follow the example over temperature, let the heat-capacity changes $\Delta C_{p,i}=d\Delta H_i/dT$ be constant: $-40$ J/(mol K) for the monomer and, with $+10$ J/(mol K) for dimerisation, $2(-40)+10=-70$ J/(mol K) for the dimer. Inserting $\Delta H_i(T)=\Delta H_i(T_0)+\Delta C_{p,i}(T-T_0)$ in $d\ln p_i/dT=\Delta H_i/(RT^2)$ and integrating gives

$$
\ln\frac{p_i(T)}{p_i(T_0)}=-\frac{\Delta H_i(T_0)-\Delta C_{p,i}T_0}{R}\left(\frac1T-\frac1{T_0}\right)+\frac{\Delta C_{p,i}}{R}\ln\frac{T}{T_0}.
$$

The resulting values are:

| $T$ (K) | $p$ (Pa) | $x_2$ | $\bar H$ (kJ/mol) |
|---|---|---|---|
| 360 | 5.380 | 0.251 | 86.92 |
| 380 | 24.93 | 0.326 | 87.51 |
| 400 | 100.0 | 0.400 | 88.00 |
| 420 | 353.4 | 0.469 | 88.30 |
| 440 | 1116 | 0.531 | 88.39 |

The dimer fraction rises on heating although dimerisation is exothermic. Subtracting the two partial-pressure laws explains this:

$$
\frac{d\ln(x_2/x_1)}{d(1/T)}=-\frac{\Delta H_2-\Delta H_1}{R}=-\frac{\Delta H_1+\Delta H_{\rm dim}}{R}.
$$

The equilibrium constant $K=p_2p^\circ/p_1^2$ does fall on heating, but $p_2/p_1=Kp_1/p^\circ$, and along the saturation line $p_1$ rises. The rise wins when $\Delta H_1+\Delta H_{\rm dim}>0$, here $80-60=20$ kJ/mol at 400 K. If $\Delta H_{\rm dim}$ is changed to $-100$ kJ/mol with the other data kept, the sum is $-20$ kJ/mol, and $x_2$ falls from 0.477 at 380 K to 0.333 at 420 K.

The table also shows that $\bar H$ changes by less than 2% while the dimer fraction doubles. The curvature of the plot explains why. Differentiating $-\bar H/R$ once more,

$$
\frac{d^2\ln p}{d(1/T)^2}=-\frac1R\sum_i\left[\Delta H_i\frac{dx_i}{d(1/T)}+x_i\frac{d\Delta H_i}{d(1/T)}\right].
$$

In the first term $dx_i/d(1/T)=-x_i(\Delta H_i-\bar H)/R$. Write $\delta=\Delta H_2-\Delta H_1$; then $\Delta H_1-\bar H=-x_2\delta$ and $\Delta H_2-\bar H=x_1\delta$, so that

$$
\sum_i x_i\Delta H_i(\Delta H_i-\bar H)=x_1x_2\,\delta(\Delta H_2-\Delta H_1)=x_1x_2\,\delta^2 .
$$

In the second term $d\Delta H_i/d(1/T)=-T^2\Delta C_{p,i}$. Together,

$$
\frac{d^2\ln p}{d(1/T)^2}=\frac{x_1x_2\,\delta^2}{R^2}+\frac{T^2}{R}\sum_i x_i\Delta C_{p,i}.
$$

The mixing term cannot be negative: on heating, the weight moves to the species with the larger enthalpy. The heat-capacity term is negative when the gas has the smaller heat capacity, as in this model. At 400 K the first is $0.24\,(20000/8.3145)^2=1.389\times10^6$ K². The second is $400^2\times(-52)/8.3145=-1.001\times10^6$ K², where $-52=0.6(-40)+0.4(-70)$ in J/(mol K). They largely cancel, leaving $3.88\times10^5$ K². A nearly straight plot is therefore no proof that the vapour contains one species.

Over a finite interval, integrating the slope between $T_a$ and $T_b$ shows what a two-point evaluation gives:

$$
-R\,\frac{\ln p(T_b)-\ln p(T_a)}{1/T_b-1/T_a}=\frac{1}{1/T_a-1/T_b}\int_{1/T_b}^{1/T_a}\bar H\,d(1/T).
$$

It is the average of $\bar H$ taken uniformly in $1/T$. From 380 to 420 K it is 87.96 kJ/mol, close to the local value of 88.00 at 400 K. Extrapolation is less forgiving. The tangent at 400 K predicts 0.0148 Pa at 300 K, whereas the model gives 0.0171 Pa, so the tangent is 13% too low relative to the model.

Methods that do not measure static pressure weight the species differently. For a signal $S=\sum_i w_ip_i$ with constant weights, the same differentiation gives

$$
-R\,\frac{d\ln S}{d(1/T)}=\frac{\sum_i w_ip_i\Delta H_i}{\sum_i w_ip_i}.
$$

In transpiration, a saturated carrier gas transports a mass per volume $\sum_i iMp_i/(RT)$, with $M$ the monomer molar mass. Converted to pressure as if all vapour were monomer, this is $S=p_1+2p_2$, so $w_i=i$. In Knudsen effusion, through an orifice small compared with the mean free path, the Maxwell distribution gives a particle flux $p_i/\sqrt{2\pi m_ikT}$ and hence a mass flux $p_i\sqrt{m_i/(2\pi kT)}$. Reduced with the monomer mass, the signal has $w_i=\sqrt i$. At 400 K the model gives

$$
\frac{60\times80+80\times100}{140}=91.4\ \mathrm{kJ/mol},\qquad
\frac{60\times80+56.6\times100}{116.6}=89.7\ \mathrm{kJ/mol}
$$

for transpiration and effusion, against 88.0 for static pressure. The effusion value assumes that the condition on the orifice is met. At 100 Pa the mean free path of molecules of this size is only about 10 to 50 micrometres, depending on the diameter assumed, so a cell with a wider orifice must be run at lower temperature and pressure. Where all three methods are valid, faultless measurements at the same temperature would still give different slopes, provided both species are present and $\Delta H_2\neq\Delta H_1$.

The disagreement is useful. The ratio of transpiration to static pressure is $1+x_2$, here $140/100$, which yields $x_2=0.40$. This neglects the compression of the condensed phase by the carrier gas, which multiplies $p_i$ by $e^{iv_cP/RT}$. At $P=1$ bar, $v_cP/RT=0.006$ and the transpiration signal is 141.3 Pa; left uncorrected, this would give $x_2=0.413$ and lower both enthalpies found below by about 0.3 kJ/mol. With the transpiration slope enthalpy $H_{\rm tr}$, the relation $(1+x_2)H_{\rm tr}=x_1\Delta H_1+2x_2\Delta H_2$ holds, and subtracting $\bar H$ leaves

$$
x_2\Delta H_2=(1+x_2)H_{\rm tr}-\bar H=1.40\times91.43-88.00=40.0\ \mathrm{kJ/mol}.
$$

Hence $\Delta H_2=100$ kJ/mol and $\Delta H_1=(88-40)/0.60=80$ kJ/mol. The static slope alone, being one number, cannot separate the two enthalpies. The separation amplifies errors: here an error of $+1$ kJ/mol in $H_{\rm tr}$ shifts $\Delta H_1$ by $-2.3$ and $\Delta H_2$ by $+3.5$ kJ/mol, and the same error in the static slope shifts them by $+3.3$ and $-2.5$ kJ/mol.

The theorem needs equilibrium of both species with a condensed phase of fixed composition. If that phase decomposes or dissolves another substance as the temperature changes, $\mu_c$ acquires a composition term that the derivation does not contain. If dimers form too slowly to reach equilibrium, $\mu_2=2\mu_c$ fails. Larger oligomers cause no difficulty: the sums then run over all $i$, with $\bar n=\sum_i i\,x_i$, and the slope remains the mean vaporisation enthalpy per mole of gas particles.

Numerical values quoted here were computed with a short program.
